# The Fourth Current of a Weak-Inversion MOS Translinear Loop

## The problem

Four identical n-channel MOS transistors form a closed loop of gate-source voltages. M1 and M2 are traversed clockwise, from gate to source; M3 and M4 are traversed counterclockwise. In a concrete circuit, M2 and M4 have their sources at a common node 0. The gate of M2 is joined to the source of M1 at node $Y$, the gate of M4 is joined to the source of M3 at node $W$, and the gates of M1 and M3 meet at node $X$.

Each source is tied to its own well. All devices are saturated, in weak inversion and at the same temperature, and gate currents are zero. The drain currents are $I_1=2$ nA, $I_2=6$ nA and $I_3=3$ nA. What is $I_4$?

## A tempting solution

The potential of $X$ above node 0 can be reached through either branch, so Kirchhoff's voltage law gives

$$V_{GS1}+V_{GS2}=V_{GS3}+V_{GS4}. \tag{1}$$

A saturated long-channel transistor obeys $I=\tfrac12\beta(V_{GS}-V_T)^2$, or $V_{GS}=V_T+\sqrt{2I/\beta}$. Insert this in (1). The thresholds cancel, two on each side, and so does the common factor $\sqrt{2/\beta}$:

$$\sqrt{I_4}=\sqrt{I_1}+\sqrt{I_2}-\sqrt{I_3}.$$

With currents in nA the right side is $1.414+2.449-1.732=2.132$, so $I_4=2.132^2=4.54$ nA.

## Where it fails

Equation (1) is sound, and so are the cancellations. The fault is the square law. It describes strong inversion, where the channel charge is nearly proportional to the gate voltage above threshold and the current is carried by drift. The problem specifies weak inversion, where the charge is exponential in the surface potential and the current flows by diffusion. Saturation does not select between the two: it says that the drain end of the channel is almost empty, not how much charge there is at the source end. The correct voltage-current law has to be derived.

## The transistor law in weak inversion

Measure all potentials from the well. Let $U_T=kT/e$, let $N_A$ be the uniform acceptor density, $\phi_F$ the Fermi potential, $\varphi$ the local potential and $V$ the electron quasi-Fermi potential, which runs from $V_S$ at the source to $V_D$ at the drain. The electron density is $N_A\exp[(\varphi-2\phi_F-V)/U_T]$. With holes neglected in the depleted layer, Poisson's equation normal to the surface is

$$\frac{d^2\varphi}{dx^2}=\frac{eN_A}{\varepsilon_s}\left[1+e^{(\varphi-2\phi_F-V)/U_T}\right].$$

Multiply by $2\,d\varphi/dx$ and integrate from the neutral well to the surface, where $\varphi=\psi$. Dropping the negligible electron term of the neutral well, the surface field $F$ obeys

$$F^2=\frac{2eN_A}{\varepsilon_s}(\psi+U_Tu),\qquad u=e^{(\psi-2\phi_F-V)/U_T}.$$

Gauss's law, $\varepsilon_sF=C_{ox}(V_G-V_{FB}-\psi)$, then gives

$$V_G-V_{FB}=\psi+\gamma\sqrt{\psi+U_Tu},\qquad \gamma=\frac{\sqrt{2e\varepsilon_sN_A}}{C_{ox}}. \tag{2}$$

Here $C_{ox}$ is the oxide capacitance per area and $V_{FB}$ the flat-band voltage. In the charge-sheet approximation the depletion charge is $C_{ox}\gamma\sqrt\psi$. The inversion charge is the remainder,

$$|Q_i|=C_{ox}\gamma\left(\sqrt{\psi+U_Tu}-\sqrt\psi\right). \tag{3}$$

Drift and diffusion together give $I=\mu W|Q_i|\,dV/dy$ along the channel. As $I$ is the same at every $y$, integration over the length $L$ yields

$$I=\mu\frac WL\int_{V_S}^{V_D}|Q_i|\,dV. \tag{4}$$

In weak inversion $U_Tu\ll\psi$, and expanding the root in (3) gives

$$|Q_i|\simeq C_{ox}\frac{\gamma}{2\sqrt\psi}U_Tu=C_{ox}(n-1)U_Tu,\qquad n=1+\frac{\gamma}{2\sqrt\psi}.$$

The inversion charge is also too small to affect the surface potential, so $V_G-V_{FB}\simeq\psi+\gamma\sqrt\psi$. Thus $\psi$ depends on the gate voltage alone, with $dV_G/d\psi=n$. The only $V$ left in (4) is in $e^{-V/U_T}$, whose integral is $U_T(e^{-V_S/U_T}-e^{-V_D/U_T})$. Hence

$$I=\mu C_{ox}\frac WL(n-1)U_T^2\,e^{(\psi-2\phi_F-V_S)/U_T}\left(1-e^{-V_{DS}/U_T}\right). \tag{5}$$

Saturation means $V_{DS}\gg U_T$, and the last bracket becomes one.

To find the dependence on gate voltage, take the logarithm and differentiate. Since $n-1\propto\psi^{-1/2}$, its logarithm contributes $-1/(2\psi)$:

$$\frac{d\ln I}{dV_G}=\frac1n\left(\frac1{U_T}-\frac1{2\psi}\right)\equiv\frac1{n_sU_T},\qquad n_s=\frac{n}{1-U_T/2\psi}. \tag{6}$$

The ideal device takes $n_s$ as constant over the small range of gate voltages in the loop. With source and well joined,

$$V_{GS}=V_0+n_sU_T\ln\frac I{I_0}, \tag{7}$$

where $V_0$ is the gate-source voltage at an arbitrary reference current $I_0$.

## The right solution

Insert (7) in (1). Each side contains $2V_0$ and $-2n_sU_T\ln I_0$, which cancel. Dividing by $n_sU_T$ leaves $\ln I_1+\ln I_2=\ln I_3+\ln I_4$, so

$$I_1I_2=I_3I_4,\qquad I_4=\frac{I_1I_2}{I_3}=\frac{2\times6}{3}\ \text{nA}=\mathbf{4\ nA}.$$

Neither temperature, mobility nor slope factor appears, because all four devices share them.

## Both solutions as limits of one model

A charge-based model shows when each law applies. Keep the effect of the inversion charge on $\psi$. At fixed gate voltage, Gauss's law reads $V_G-V_{FB}=\psi+\gamma\sqrt\psi+|Q_i|/C_{ox}$, so the charge lowers $\psi$ by about $|Q_i|/(nC_{ox})$. Put this shift in the exponent of $u$, neglect its effect on the prefactor, and define $q=|Q_i|/(2nC_{ox}U_T)$. Then

$$2q+\ln q=\frac{V_P-V}{U_T}\equiv v,$$

where $V_P$ collects everything fixed by the gate. Differentiation gives $dV=-U_T(2+1/q)\,dq$. In (4) the integrand becomes $2nC_{ox}U_T^2(2q+1)\,dq$, integrated from nearly zero at the saturated drain to $q$ at the source:

$$i\equiv\frac I{I_{spec}}=q^2+q,\qquad I_{spec}=2n\mu C_{ox}U_T^2\frac WL. \tag{8}$$

For $q\gg1$, $i\simeq q^2$ and $v\simeq2\sqrt i$: this is the square law. For $q\ll1$, $i\simeq q$ and $v\simeq\ln i$: this is the exponential law. If $V_P$ is linear in $V_G$ with a common slope, (1) becomes $v_1+v_2=v_3+v_4$. In this model, scaling the three given currents up together far into strong inversion would therefore move $I_4/I_3$ from $4/3$ towards $4.54/3$.

The first departure from the ideal result follows from small $i$. There $2q\simeq2i$ and $\ln q=\ln i-\ln(1+q)\simeq\ln i-i$, so $v\simeq\ln i+i$. Balancing the loop gives, to first order,

$$\frac{\delta I_4}{I_4}=\frac{I_1+I_2-I_3-I_4}{I_{spec}}, \tag{9}$$

with the ideal $I_4$ on the right.

## A numerical case

Take silicon devices with a 4.0 nm oxide, $N_A=4\times10^{17}$ cm$^{-3}$, mobility 300 cm²/Vs, $W=4$ µm and $L=2$ µm, at 300 K. Then $U_T=25.85$ mV, $\gamma=0.422$ V$^{1/2}$ and $I_{spec}=853$ nA. The largest current is $6/853=0.7\%$ of $I_{spec}$, which places the loop in weak inversion and rules out the square law.

Equations (2)–(4) can be solved numerically without assuming an exponential law or a constant slope. With each drain held 1.8 V above its own well, the gate-source voltages at 2, 6, 3 and 4 nA are 176.571, 212.289, 189.751 and 199.102 mV. The clockwise sum is 388.860 mV and the counterclockwise sum 388.853 mV. Within this model, closing the loop precisely requires $I_4=4.0008$ nA, only 0.02% above the ideal value.

That small figure is a partial cancellation. Equation (9) contributes $(2+6-3-4)/853=+0.117\%$. The other contribution comes from the slow fall of $n_s$ as $\psi$ rises. Write $\ell=\ln I$ and $V_{GS}=\text{const}+a\ell+\tfrac12b\ell^2$, with $a=n_sU_T$ and $b=U_T\,dn_s/d\ell$. Solving (1) to first order in $b$ gives

$$\frac{\delta I_4}{I_4}=\frac b{2a}S,\qquad S=\ell_1^2+\ell_2^2-\ell_3^2-\ell_4^2.$$

The current unit does not matter, because $\ell_1+\ell_2=\ell_3+\ell_4$ at leading order. In nA, $S=0.562$. Next, $b/a=d\ln n_s/d\ell\simeq U_T\,d\ln n_s/d\psi$. Using $dn/d\psi=-(n-1)/(2\psi)$ and differentiating the denominator of $n_s$ to leading order,

$$\frac{\delta I_4}{I_4}\simeq-\frac S2U_T\left[\frac{n-1}{2\psi n}+\frac{U_T}{2\psi^2}\right]. \tag{10}$$

At 4 nA, $\psi=0.8276$ V and $n=1.232$. The bracket is $0.1138+0.0189=0.1327$ V$^{-1}$, and (10) gives $-0.096\%$. Adding $+0.117\%$ leaves $+0.021\%$, close to the numerical solution. Both estimates are 2–3% low in magnitude: solving the loop with (5) alone gives $-0.099\%$, which leaves $+0.119\%$ for the inversion charge. The exact size of so small a residue is specific to the model: the neglected holes and the charge-sheet approximation together lower $I_4$ by about 0.01%. Quantization of the inversion layer is also neglected. At the surface field of 0.3 MV/cm, a rough triangular-well estimate lowers $I_4$ by a further 0.01% and raises all four gate-source voltages by about 70 mV, an offset that almost cancels in (1).

Reducing all currents a thousandfold nearly removes the contribution (9); the gate-source voltages of this model then turn slightly negative. The numerical error is then $-0.144\%$, against $-0.140\%$ from (10) evaluated at the new, lower surface potential. Lower current therefore does not bring this loop steadily closer to the ideal law.

## When the transistors share a well

The condition on the wells is essential to the stacked circuit. Suppose that all four devices share one well at the potential of node 0. From (5), a saturated device obeys

$$\ln I=g(V_G)-\frac{V_S}{U_T}, \tag{11}$$

where $g$ has slope $1/(n_sU_T)$. The gate acts through the capacitive divider formed by oxide and depletion layer; the source acts directly. The current no longer depends on $V_G-V_S$ alone.

M1 and M3 share the gate node $X$ but have sources at $Y$ and $W$. Subtracting their equations eliminates $g(X)$:

$$\ln\frac{I_1}{I_3}=\frac{W-Y}{U_T}.$$

M2 and M4 have grounded sources and gates at $Y$ and $W$. For nearly constant $n_s$ between these voltages,

$$\ln\frac{I_4}{I_2}=\frac{W-Y}{n_sU_T}=\frac1{n_s}\ln\frac{I_1}{I_3},
\qquad I_4=I_2\left(\frac{I_1}{I_3}\right)^{1/n_s}. \tag{12}$$

The product law returns for $n_s=1$. Otherwise the result depends on which clockwise current is in the upper device. The slope measured from the numerical current at 4 nA is $n_s=1.2575$. With 2 nA above and 6 nA below, (12) gives $6(2/3)^{1/1.2575}=4.35$ nA; the numerical solution gives 4.34 nA. With the two exchanged, (12) gives $2(6/3)^{1/1.2575}=3.47$ nA, and the numerical solution 3.48 nA. Relative to 4 nA, the numerical shifts are $+9\%$ and $-13\%$.

A different topology restores the product law in a common well. Let gate nodes $A,B$ alternate with source nodes $a,b$ around the loop. Connect M1 between $A$ and $a$, M3 between $B$ and $a$, M2 between $B$ and $b$, and M4 between $A$ and $b$, naming the gate first. By (11),

$$\ln I_1+\ln I_2=g(A)+g(B)-\frac{a+b}{U_T}=\ln I_3+\ln I_4.$$

This holds for any function $g$, so a varying slope factor does no harm. With node $a$ at 0.1 V above the well, the numerical solution gives 4.0048 nA, an error of 0.120% against 0.117% from (9). With all currents a thousand times smaller, the error of the model falls to 0.00012%, as expected when (9) is the leading error. A real loop would not reach this figure: a junction current of 0.2 fA is already 0.005% of 4 pA.

## What real devices change

The oxide thickness and the 1.8 V supply are roughly those of a 180 nm bulk process, and the doping is of a plausible order. Real channel doping is not uniform, and the model's gate voltages near 0.2 V are probably lower than in a standard-threshold device at these currents. A common voltage offset cancels in (1). Separate wells for n-channel devices require an isolated-well option in a p-type substrate.

The assumption that the devices are identical is a costly one. If $\delta_k$ is the threshold error of device $k$, (1) and (7) give

$$\frac{\delta I_4}{I_4}\simeq\frac{\delta_1+\delta_2-\delta_3-\delta_4}{n_sU_T}.$$

A rough matching coefficient of 4 mV µm for a pair gives $4/\sqrt{4\times2}=1.41$ mV for the threshold difference, or $1.41/\sqrt2=1.00$ mV per device. Four independent errors add in quadrature to 2.00 mV. Since $n_sU_T=32.5$ mV, the standard deviation of $I_4$ is 6.2%, far larger than the errors (9) and (10).

Drain voltage also matters. Suppose M4 has its drain at 1.8 V while the others have drain voltages equal to their gate voltages. A rough threshold reduction of 1 mV per volt, acting over the 1.60 V difference, raises $I_4$ by 5.0%. If the drain of M3 is raised similarly, its shift has the same sign and the error roughly doubles. Shortening of the channel by the drain depletion layer is not included here; at this channel length it can add a percent or two per device. Drains at different voltages thus need shielding, for example by cascodes, if this error is to be reduced and the supply leaves room for them.

Temperature must be uniform rather than low. With its gate voltage held fixed, making M4 alone 1 K hotter raises its current by about 3.5% in this model, which keeps the band gap fixed; the narrowing of the gap with temperature adds roughly 0.2%. Heating the whole separate-well loop to 350 K leaves the calculated $I_4$ at 3.999 nA. That result assumes drains held at 1.8 V. Incomplete saturation is a small matter at 300 K: for a diode-connected device at 2 nA, the missing fraction in (5) is $e^{-176.6/25.85}=0.11\%$. At 350 K the gate-source voltage at the same current is little more than 0.1 V, and the missing fraction grows to 2–3%. A diode-connected loop with such low gate voltages therefore loses accuracy when heated, even if its temperature is uniform.

Rough estimates of junction generation current, a few tenths of a femtoampere at 300 K, and of gate tunnelling, far below 1 fA from a metal-electrode formula, are negligible beside 4 nA. They omit surface leakage, defect-assisted tunnelling and the larger junctions of the isolated wells. The remaining values are in the numerical output.

## Computed results

```
Clockwise currents I1, I2: 2.0, 6.0 nA
Counterclockwise current I3: 3.0 nA
Product I1*I2: 12.0 nA^2
IDEAL FOURTH CURRENT I4: 4.0000 nA
Temperature: 300 K;  UT: 25.852 mV
Oxide thickness: 4.0 nm
Doping: 4.0e+17 cm^-3
Intrinsic density at 300 K (rough): 1.0e+10 cm^-3
Mobility: 300 cm^2/Vs
Width, length: 4.0, 2.0 um
Supply voltage: 1.8 V
Oxide capacitance: 0.8633 uF/cm^2
Body coefficient gamma: 0.4221 V^0.5
Twice Fermi potential: 0.9050 V
Flat-band voltage: -1.0125 V
Surface potential at I4: 0.8276 V
n from body charge: 1.2320
n from slope of current: 1.2575
Specific current: 853.0 nA
Largest inversion coefficient I2/I_spec: 0.00703
Gate-source voltage at I1: 176.571 mV
Gate-source voltage at I2: 212.289 mV
Gate-source voltage at I3: 189.751 mV
Gate-source voltage at I4: 199.102 mV
Clockwise voltage sum: 388.860 mV
Counterclockwise voltage sum: 388.853 mV
Separate wells, charge-sheet I4: 4.00080 nA
Alternating common well, charge-sheet I4: 4.00480 nA
Charge-based model I4: 4.00463 nA
First-order moderate-inversion error: 0.1172 %
Charge-sheet alternating-loop error: 0.1200 %
Currents/1000, separate wells error: -0.1441 %
Currents/1000, slope-drift formula: -0.1396 %
Currents/1000, alternating error: 0.000119 %
Stacked common well, 2 top 6 bottom: 4.3428 nA
  power-law formula: 4.3463 nA
Stacked common well, 6 top 2 bottom: 3.4809 nA
  power-law formula: 3.4706 nA
Matching coefficient (rough): 4.0 mV um
Threshold sigma per device: 1.000 mV
Mismatch sigma of I4: 6.15 %
Drain-induced shift (rough): 1.0 mV/V
Drain voltage difference: 1.601 V
Drain-induced error of I4: 5.05 %
Error if device 4 is 1 K hotter: 3.46 %
I4 with whole loop at 350 K: 3.99900 nA
Worst unsaturated fraction, diode: 0.1081 %
Generation lifetime (rough): 1.0 us
Junction area (rough): 2.0 um^2
Junction generation current: 0.166 fA
Oxide barrier, mass (rough): 3.1 eV, 0.4 m_e
Gate tunnelling estimate: 2.4e-19 A
```
